The hydrodynamic long-time tail and its cutoff in periodic cells

**1. A special case: momentum that diffuses like a dye**

Give one particle of a fluid at rest a velocity v₀ along x. Collisions soon pass its momentum m v₀ to its neighbours, but cannot destroy it. Suppose that this momentum spreads like a dye, with the kinematic viscosity ν as its diffusivity, and that the particle hardly moves meanwhile. With number density n and mass density ρ = mn, the flow velocity u obeys

∂u/∂t = ν∇²u,  u(r,0) = (v₀/n) δ(r).  (1)

The prefactor follows from ρ∫u d³r = m v₀. The solution is a spreading Gaussian, whose value at the origin is

u(0,t) = (v₀/n)(4πνt)^(-3/2).  (2)

Once the particle has lost its own memory of v₀, it drifts with the fluid around it, so (2) is its mean velocity. Multiply by v₀ and average over the equilibrium distribution, for which ⟨v₀²⟩ = k_BT/m:

⟨v_x(0)v_x(t)⟩ = (k_BT/ρ)(4πνt)^(-3/2).  (3)

The correlation decays as a power because the momentum is shared among the particles in a volume that grows as (νt)^(3/2). In a closed periodic cell this growth must end when the volume reaches that of the cell.

Two things are missing. Pressure prevents one component of momentum from diffusing as a scalar, and the particle itself diffuses. The first changes the prefactor, and the second replaces ν by D+ν, where D is the self-diffusion coefficient.

**2. Flow after the initial kick**

Consider a classical simple fluid in equilibrium in three dimensions, and define

C(t) = ⟨v_x(0)v_x(t)⟩,  C(0) = k_BT/m.  (4)

Linear hydrodynamics is assumed for wavelengths long compared with molecular distances and times long compared with collision times. Fourier components are defined by

f_k = ∫ e^(−ik·r) f(r) d³r,  f(r) = ∫ e^(ik·r) f_k d³k/(2π)³.  (5)

The source in (1), now a vector, has components u_k(0) = v₀/n. Fixing v₀ also disturbs the mean density and energy near the particle, but these disturbances are even in v₀ and vanish when multiplied by v₀ and averaged. The initial pressure and entropy disturbances can therefore be set to zero.

With shear viscosity η = ρν and bulk viscosity ζ, the linear momentum equation is

ρ ∂u/∂t = −∇p + η∇²u + (ζ + η/3)∇(∇·u).  (6)

Both gradient terms point along k in Fourier space. They do not act on the part of u_k perpendicular to k, so

u_k^⊥(t) = e^(−νk²t) u_k^⊥(0).  (7)

For the part u along k, (6) gives

du/dt = −(ik/ρ)p − Γk²u,  Γ = (4η/3 + ζ)/ρ.  (8)

The pressure disturbance is δp = c²δρ + (∂p/∂s)_ρ δs, where c is the adiabatic sound speed and s the entropy per mass. Mass conservation gives dδρ/dt = −iρku. Heat conduction with conductivity λ gives ρT dδs/dt = −λk²δT. In a sound wave δT = (∂T/∂p)_s δp at leading order, because δs is smaller by one power of k. Hence, writing p for δp,

dp/dt = −iρc²k u − Xk²p,  X = (λ/ρT)(∂p/∂s)_ρ(∂T/∂p)_s.  (9)

Solutions of (8) and (9) proportional to e^(qt) require

(q + Γk²)(q + Xk²) + c²k² = 0.  (10)

To order k² the roots are q = ±ick − bk², with b = (Γ+X)/2. Since p starts at zero,

u_k^∥(t) ≃ cos(ckt) e^(−bk²t) u_k^∥(0).  (11)

A sine term of relative size (Γ−X)k/(2c) has been dropped. Equation (11) therefore needs damping that is weak over one oscillation, bk ≪ c.

**3. The moving particle and the tail**

Let P(r,t) be the distribution of the particle's displacement. At late times it is a Gaussian with P_k = e^(−Dk²t). The central assumption is that, at leading order, the displacement is independent of the slow flow that carries the initial momentum. The particle's mean velocity is then the flow averaged over its possible positions:

⟨v(t)⟩ = ∫ P(r,t) u(r,t) d³r = ∫ P_(−k)(t) u_k(t) d³k/(2π)³.  (12)

This is a leading-order mode-coupling argument, not a theorem. It leaves out nonlinear corrections, which may decay as faster powers of time.

Insert (7) and (11), multiply by v₀ₓ, and use ⟨v₀ₓv₀ⱼ⟩ = (k_BT/m)δₓⱼ. The x component of the part of a unit x vector along k is kₓ²/k², and that of the perpendicular part is 1−kₓ²/k². Therefore

C(t) ≃ (k_BT/ρ) ∫ d³k/(2π)³ [(1−kₓ²/k²)e^(−Λk²t) + (kₓ²/k²)cos(ckt)e^(−Bk²t)],
Λ = D+ν,  B = D+b.  (13)

The diffusivities add because two Gaussian factors in k have been multiplied. In real space, the particle and the momentum spread away from each other.

The angular average of kₓ²/k² is 1/3, since the three directions are equivalent and the three fractions sum to one. The shear term keeps 2/3. Its radial integral is

(1/2π²)∫₀^∞ k²e^(−αk²)dk = (1/2π²)·√π/(4α^(3/2)) = (4πα)^(-3/2).  (14)

With α = Λt, the shear contribution is

C(t) ≃ (2k_BT/3ρ)[4π(D+ν)t]^(-3/2).  (15)

For the sound term, start from

I(s) = ∫₀^∞ cos(ks)e^(−αk²)dk = ½√(π/α) e^(−s²/4α).  (16)

Two derivatives with respect to s bring down −k², so the required integral is −I″(s) = I(s)[1/(2α) − s²/(4α²)]. Setting s = ct and α = Bt, and including the factors 1/3 and 1/(2π²), gives

C_sound(t) = (k_BT/3ρ)(4πBt)^(-3/2)[1−c²t/(2B)]e^(−c²t/(4B)).  (17)

The sound front has moved a distance ct away, while its width and the particle's displacement grow as √t. The overlap in (17) becomes exponentially small. A small part of the longitudinal flow, left out of (11), is carried by heat diffusion with an amplitude of order k². The extra factor k² under the integral makes its contribution fall as t^(-5/2), so (15) remains the leading term. At moderate times (17) is negative and can lower C visibly. Its size there is only an estimate: the sine term dropped from (11) contributes through I‴(s), and for c²t ≫ B its ratio to (17) tends to |Γ−X|/(4B), which does not shrink with time. The heat-diffusion part matters as well. For an ideal-gas equation of state with c = 1.30, Γ = 0.55, X = 0.28 and D = 0.277, values similar to those of section 6, the full linear equations give a longitudinal term more negative than (17) by 30% at t = 3, by 10% at t = 6 and by a factor of 6 at t = 15, where it is below 1% of (15).

The tail also controls how slowly the diffusion coefficient D = ∫₀^∞C dt converges. If C = At^(-3/2) beyond time t, the missing part is

∫ₜ^∞ A t′^(-3/2)dt′ = 2At^(-1/2) = 2t C(t).  (18)

Momentum conservation is essential. If a thermostat adds a drag −γu to the flow equation, each shear mode gains a factor e^(−γt), and the power law ends after a time of order 1/γ.

**4. The periodic cell**

In a periodic cube of side L and volume V = L³, the wavevectors are k = 2πn/L with integer vectors n, and the integral over d³k/(2π)³ becomes a sum divided by V. Let the total momentum be fixed at zero. The other particles then carry −m v₀, and the source becomes

u(r,0) = (v₀/n)[δ(r) − 1/V].  (19)

Its k = 0 component vanishes. Cubic symmetry again makes the average of kₓ²/k² equal to 1/3 on each shell of equal |k|. Apart from relative corrections of order 1/N for N particles,

C_L(t) ≃ (k_BT/ρV) Σ_(k≠0) [(2/3)e^(−Λk²t) + (1/3)cos(ckt)e^(−Bk²t)].  (20)

To see the early behaviour, add and subtract k = 0. The complete Gaussian sum is the periodic diffusion kernel at the origin, which equals the free kernel summed over all periodic images. The shear part of (20) is therefore

(2k_BT/3ρ){(4πΛt)^(-3/2)[1 + 6e^(−L²/(4Λt)) + …] − 1/V}.  (21)

The sound part likewise contains −k_BT/(3ρV). While the images are still negligible, the cell result lies below the infinite-system result by

k_BT/(ρV) = (k_BT/m)/N.  (22)

This is the uniform recoil of the other particles.

Two times govern what follows. Sound from the nearest images arrives around L/c, with a front broadened by damping. The slowest shear modes are the six with k = 2π/L. They leave

C_shear(t) ≃ 4(k_BT/ρV)e^(−t/τ_L),  τ_L = L²/[4π²(D+ν)],  (23)

where 4 is 6 times 2/3. At Λt/L² = 0.15 the full shear sum exceeds (23) by 0.5%. The power law thus needs times long enough for hydrodynamics but short compared with τ_L. In large cells L/c is the shorter time, and the returning sound disturbs the tail first: for the liquid of section 7 with b = ν and about four million particles, the sound part of (20) reaches 12% of the tail at 0.34τ_L, when the shear part has lost only 3.5%. If the cell is too small, no such interval exists.

**5. The missing diffusion**

Integrating the lost tail gives the leading size dependence of the diffusion coefficient. Put τ = Λt/L² in the shear part. Then dt = L²dτ/Λ, both terms carry a factor L⁻³, and

D_∞ − D_L ≃ (2k_BT/3ρΛL) ∫₀^∞ dτ [(4πτ)^(-3/2) − Σ_(n≠0)e^(−4π²n²τ)].  (24)

By the image argument the bracket tends to 1 at small τ. At large τ it falls as τ^(-3/2), so the integral converges. Call it ξ/(4π). Numerical quadrature, with the power-law end integrated analytically, gives ξ = 2.8373, and

D_∞ − D_L ≃ ξk_BT/[6πρ(D+ν)L].  (25)

For D ≪ ν the denominator becomes 6πηL. Molecular short-time motion is taken to be the same in both systems, apart from the recoil.

Sound adds no term of order 1/L. The time integral of one sound mode is

∫₀^∞ cos(ckt)e^(−Bk²t)dt = B/(c²+B²k²).  (26)

This function is smooth at k = 0. Its complete lattice sum differs from the integral by image terms proportional to e^(−cR/B)/R, with R ≥ L. The omitted k = 0 term is of order L⁻³. Its coefficient is not fixed by (11). The dropped sine term, of amplitude (X−Γ)k/(2c), integrates to (X−Γ)/[2(c²+B²k²)], which is of the same order as (26). The small part of u carried by heat diffusion, with amplitude and decay rate both of order k², also has a finite integral at k = 0. Neither grows as 1/k², so neither adds a term of order 1/L.

**6. A particle fluid with the tail**

Stochastic rotation dynamics provides an inexpensive fluid that conserves momentum and energy. Point particles stream freely for a time step. They are then sorted into cubic collision cells, and in each cell the velocities relative to the cell mean are rotated by a fixed angle about a random axis. The grid is shifted randomly at every step. The units are the cell width, m and k_BT. The density is 3, the step 0.3 and the angle 130°.

No transport coefficient was fitted to the tail. Sinusoidal shear and sound waves were imposed in boxes of side 16, and fits to their decay gave ν = 0.465, c = 1.30 and b = 0.414. The diffusion coefficient is the step length times the sum of C over steps, with half weight at t = 0. Up to t = 9 in a box of side 16 this gave D = 0.277, hence D+ν = 0.742.

The correlation was then measured over 1500 steps, in one box with L = 16 and in eight independent boxes with L = 8. Beyond one step, the velocities at both ends were replaced by their means over the random rotation next to them. The last rotation is independent of everything before it. The equilibrium distribution is unchanged by a rotation, so the first rotation is also independent of the state it produces. The replacement therefore removes noise from these two rotations without changing the mean. Standard errors come from blocks of 100 steps.

At t = 6 and L = 16 the terms of the theory can be followed one by one. The shear tail (15) is

(2/9)(4π × 0.742 × 6)^(-3/2) = 5.31×10⁻⁴.

Equation (17), with B = 0.691, gives −0.48×10⁻⁴. The recoil (22), with N = 12288, gives −0.81×10⁻⁴. The total is 4.02×10⁻⁴. The full sum (20) gives 4.09×10⁻⁴; the difference is early sound from the images, since the shear images in (21) are negligible here. The simulation gives (5.3 ± 0.6)×10⁻⁴.

Values of C in units of 10⁻⁴, with (20) as theory, are:

t = 3.0: L = 16, run 14.7 ± 0.6, theory 10.6; L = 8, run 9.9 ± 0.7, theory 6.8.
t = 6.0: L = 16, run 5.3 ± 0.6, theory 4.1; L = 8, run 3.9 ± 0.6, theory 2.8.
t = 9.0: L = 16, run 2.5 ± 0.6, theory 2.7; L = 8, run −0.3 ± 0.4, theory 0.2.

The comparison below leaves out times before t = 4.5. The runs lie above (20) by factors of 2.2 (L = 16) and 2.5 (L = 8) at t = 1.5, and by 38% and 46% at t = 3. At t = 4.5 the measured excess is still about 37% and 47%, with standard errors of about 7 and 10 percentage points. Summed over the steps from t = 4.5 to 9, the larger box gives (7.8 ± 0.5)×10⁻³, against 6.2×10⁻³ from (20). Leaving D out of both decay rates would give 14.4×10⁻³, far above the measurement. The smaller box gives (4.1 ± 0.3)×10⁻³, against 3.3×10⁻³ from (20) and 7.1×10⁻³ for an infinite system. The data thus favour D+ν over ν alone and show the loss of signal in the small box.

They do not confirm the amplitude closely. Both sums lie about a quarter above the theory, or roughly three standard errors of the measured correlation. The uncertainty of ν, b and c, which were fitted at the single wavevector 2π/16 and used for all k, is not included in this count, so it overstates the significance of the excess. Lowering ν to 0.44 would raise the two theory sums to 6.6×10⁻³ and 3.5×10⁻³. The excess is clear at t = 3 and is not resolved at t = 9. Its cause is not established here. The data are also too noisy at late times to fix the exponent independently.

The step length times the sum of C over the steps from t = 0.3 to 9 is larger in the larger box by (3.2 ± 0.4)×10⁻³, while (20) gives 2.8×10⁻³. The half-weighted term at t = 0 is left out of both. By the recoil (22) it would add 0.15(1/1536 − 1/12288) = 0.09×10⁻³ to each. This is a difference at finite time, not the full difference implied by (25).

**7. A molecular liquid in a small cell**

Take round parameters for a model liquid: T = 300 K, m = 20 u, ρ = 1000 kg/m³, D = 2×10⁻⁹ m²/s, ν = 5×10⁻⁷ m²/s and c = 1500 m/s. Then D+ν = 5.02×10⁻⁷ m²/s. At t = 5 ps,

2k_BT/(3ρ) = 2.76×10⁻²⁴ m⁵/s²,
[4π(D+ν)t]^(3/2) = (3.15×10⁻¹⁷ m²)^(3/2) = 1.77×10⁻²⁵ m³,
C(5 ps) ≃ 15.6 m²/s² = 3.26×10⁻¹² atomic units.

This is 1.25×10⁻⁴ of C(0). For τ_L to equal 5 ps, (23) requires L = 2π√[(D+ν)t] = 9.95 nm, or about 30,000 particles.

For 64 particles, L = (Nm/ρ)^(1/3) = 1.29 nm. The shear time τ_L is 0.083 ps and the sound time L/c is 0.86 ps. The shear sum at 5 ps is then negligible. With 512 particles τ_L is 0.33 ps, and about 2×10⁻⁵ of the infinite-system shear tail survives at 5 ps. With 64,000 particles L = 12.9 nm and τ_L = 8.3 ps. The sound part depends on b and is not included here. For the shear part alone, equation (21) without images gives the surviving fraction

1 − [4π(D+ν)t]^(3/2)/V = 1 − (1.77×10⁻²⁵)/(2.13×10⁻²⁴) = 0.917.

The diffusion deficit (25) is 9.7×10⁻¹⁰ m²/s for 64 particles, 4.8×10⁻¹⁰ for 512 and 9.7×10⁻¹¹ for 64,000. Relative to the assumed D, these are about 48%, 24% and 5%.

The values for the smallest cell are estimates of scale. Its longest wavelength is only a few molecular spacings. If b is comparable to ν, then bk/c at k = 2π/L is about 1.6, so the condition bk ≪ c fails and (11) does not apply. For 512 particles the ratio is still about 0.8, and the surviving shear fraction is exponentially sensitive to ν. It also rests on (7), which needs the shear stress to relax in a time much shorter than τ_L. If the stress relaxes exponentially in a time τ_M > τ_L/4, the lowest shear modes oscillate and decay at the rate 1/(2τ_M) instead. For τ_M = 0.5 ps their envelope at 5 ps is then about 0.4 of the infinite-system tail for 512 particles, and larger than the tail for 64. The practical conclusion concerns cells of some tens to hundreds of particles, such as the two smaller ones above. For a liquid with these parameters, a t^(-3/2) form should not be fitted to their late correlation, because the long-wavelength shear modes that produce it are absent from the cell. The few modes present have either decayed or, in a viscoelastic liquid, oscillate. The missing contribution to D appears instead as a dependence on L, to be removed by (25) where hydrodynamics holds or by extrapolation over several cell sizes.
